# One-sided and two-sided Rayleigh quotients for non-normal matrices: a numerical check

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
"""
Result under test: for a simple eigenvalue lam of a matrix A, with right vector x
and left vector y, the one-sided quotient u^H A u / u^H u has a first-order error
unless x is also a left vector. The two-sided quotient v^H A u / v^H u has an
error bilinear in the errors of v and u. Shifted inverse iteration is therefore
quadratic with the first quotient and cubic with the second.

Symbols: M = [[A, B], [-B, -A]] is the response matrix of LiH, metric = diag(1, -1),
omega its lowest positive eigenvalue, tau = quotient minus exact eigenvalue.
Algebra is in hartree; energies are printed in eV.
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.linalg import eigh
from pyscf import gto, scf, ao2mo, tdscf

mp.mp.dps = 220
EV = physical_constants["Hartree energy in eV"][0]


def dot(a, b):
    return mp.fsum(mp.conj(p) * q for p, q in zip(a, b))


def quotient(matrix, left, right):
    return dot(left, matrix * right) / dot(left, right)


def iterate(matrix, right, left, mode):
    """Quotient iteration; mode is one-sided, two-sided or frozen (left fixed)."""
    history = []
    identity = mp.eye(matrix.rows)
    while True:
        if mode == "one-sided":
            left = right
        value = quotient(matrix, left, right)
        history.append((value, right, left))
        if len(history) > 1 and abs(value - history[-2][0]) < mp.mpf(10)**(-60):
            return history
        assert len(history) < 16, "iteration did not converge"
        shifted = matrix - value * identity
        new_right = mp.lu_solve(shifted, right)
        if mode == "two-sided":
            new_left = mp.lu_solve(shifted.H, left)
            left = new_left / mp.norm(new_left)
        right = new_right / mp.norm(new_right)


def resolved(errors):
    """Errors that lie safely above the rounding level of the arithmetic."""
    return [abs(e) for e in errors if abs(e) > mp.mpf(10)**(-190)]


def observed_order(errors):
    a, b, c = resolved(errors)[-3:]
    return float(mp.log(c / b) / mp.log(b / a))


# ---------- LiH response matrix from molecular integrals ----------
bond = 1.60
mol = gto.M(atom=[["Li", (0, 0, 0)], ["H", (0, 0, bond)]], basis="6-31g",
            unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
n_occ = mol.nelectron // 2
n_orb = mf.mo_coeff.shape[1]
n_pair = n_occ * (n_orb - n_occ)
eri = ao2mo.kernel(mol, mf.mo_coeff, compact=False).reshape((n_orb,) * 4)
ovov = eri[:n_occ, n_occ:, :n_occ, n_occ:]
oovv = eri[:n_occ, :n_occ, n_occ:, n_occ:]
gaps = (mf.mo_energy[None, n_occ:] - mf.mo_energy[:n_occ, None]).ravel()
A = (2 * ovov - oovv.transpose(0, 2, 1, 3)).reshape(n_pair, n_pair) + np.diag(gaps)
B = (2 * ovov - ovov.transpose(0, 3, 2, 1)).reshape(n_pair, n_pair)
A, B = (A + A.T) / 2, (B + B.T) / 2      # remove rounding asymmetry
M = np.block([[A, B], [-B, -A]])
metric = np.diag(np.r_[np.ones(n_pair), -np.ones(n_pair)])

# Reference by a symmetric-definite problem: metric x = (1/omega) K x
K = np.block([[A, B], [B, A]])
inverse_freq, modes = eigh(metric, K)
freq = 1 / inverse_freq
omega = freq[-1]
x = modes[:, -1] / np.linalg.norm(modes[:, -1])
y = metric @ x
next_gap = np.min(np.abs(freq[:-1] - omega))
assert next_gap > 1e-3                    # simple eigenvalue
assert np.linalg.norm(M @ x - omega * x) < 1e-10
assert np.linalg.norm(M.T @ y - omega * y) < 1e-10
td = tdscf.TDHF(mf)
td.nstates = 4
td.verbose = 0
td.kernel()
assert abs(td.e[0] - omega) < 1e-5        # iterative solver stops at finite residual

# ---------- first-order against second-order error ----------
gradient = M.T @ x - omega * x
slope = np.linalg.norm(gradient)
d = gradient / slope
X, Y = x[:n_pair], x[n_pair:]
slope_from_B = 2 * np.sqrt(np.sum((B @ X)**2) + np.sum((B @ Y)**2))
assert abs(slope_from_B / slope - 1) < 1e-8


def one_sided(u):
    return u @ M @ u / (u @ u)


h = 1e-5
slope_numeric = (one_sided(x + h * d) - one_sided(x - h * d)) / (2 * h)
assert abs(slope_numeric / slope - 1) < 1e-6
curve_one = d @ (M @ d - omega * d)
curve_two = (metric @ d) @ (M @ d - omega * d)
norm_xx, norm_xd, norm_dd = x @ metric @ x, x @ metric @ d, d @ metric @ d
table = []
for eps in (1e-2, 1e-3, 1e-4):
    u = x + eps * d
    v = metric @ u
    err_one = one_sided(u) - omega
    err_two = v @ M @ u / (v @ u) - omega
    form_one = (eps * slope + eps**2 * curve_one) / (1 + eps**2)
    form_two = eps**2 * curve_two / (norm_xx + 2 * eps * norm_xd + eps**2 * norm_dd)
    assert abs(err_one / form_one - 1) < 1e-6
    assert abs(err_two / form_two - 1) < 1e-4   # double-precision cancellation
    table.append((eps, err_one, err_two))
assert abs(table[1][1] / table[2][1] - 10) < 1
assert abs(table[1][2] / table[2][2] - 100) < 5

# ---------- both iterations from the Tamm-Dancoff vector ----------
tda_energy, tda_vectors = np.linalg.eigh(A)
start = np.r_[tda_vectors[:, 0], np.zeros(n_pair)]
M_mp = mp.matrix(M.tolist())
u_start = mp.matrix(start.tolist())
v_start = mp.matrix((metric @ start).tolist())
two_hist = iterate(M_mp, u_start, v_start, "two-sided")
one_hist = iterate(M_mp, u_start, u_start, "one-sided")
exact = two_hist[-1][0]
assert abs(float(exact) - omega) < 1e-10
assert abs(one_hist[-1][0] - exact) < mp.mpf(10)**(-100)
assert abs(one_hist[0][0] - two_hist[0][0]) < mp.mpf(10)**(-100)
assert abs(float(two_hist[0][0]) - tda_energy[0]) < 1e-10
# A sign change of the characteristic determinant brackets the eigenvalue
width = mp.mpf(10)**(-150)
unit = mp.eye(2 * n_pair)
det_low = mp.det(M_mp - (exact - width) * unit)
det_high = mp.det(M_mp - (exact + width) * unit)
assert det_low * det_high < 0
# Left vectors were solved for separately; they must equal metric times right
for _, right, left in two_hist:
    flipped = right.copy()
    for i in range(n_pair, 2 * n_pair):
        flipped[i] = -flipped[i]
    flipped = flipped / mp.norm(flipped)
    left = left / mp.norm(left)
    assert mp.norm(left * dot(left, flipped) - flipped) < mp.mpf(10)**(-100)
err_two_hist = [value - exact for value, _, _ in two_hist]
err_one_hist = [value - exact for value, _, _ in one_hist]
order_two = observed_order(err_two_hist)
order_one = observed_order(err_one_hist)
# Prefactors still drift slightly from step to step, hence the tolerance 0.15
assert abs(order_two - 3) < 0.15 and abs(order_one - 2) < 0.15

# First two-sided step predicted from the spectral weights of the start vector
weights = (modes.T @ metric @ start)**2 / inverse_freq
assert abs(weights.sum() - 1) < 1e-9 and weights[-1] > 0.8
shift = tda_energy[0]
damped = weights / (freq - shift)**2
tau1_exact = np.sum(damped[:-1] * (freq[:-1] - omega)) / np.sum(damped)
tau0 = shift - omega
weighted_inverse = np.sum(weights[:-1] / (freq[:-1] - omega)) / weights[-1]
tau1_leading = tau0**2 * weighted_inverse
assert abs(tau1_exact / float(err_two_hist[1]) - 1) < 1e-5

# ---------- general complex matrix, unrelated left and right vectors ----------
rng = np.random.default_rng(7)


def random_complex(*shape):
    return rng.standard_normal(shape) + 1j * rng.standard_normal(shape)


mu = [mp.mpc(z) for z in (1, 2 + 0.5j, -1 + 1j, 3, 0.5 - 1.5j, 4 - 0.5j)]
P = mp.matrix((np.eye(6) + 0.2 * random_complex(6, 6)).tolist())
P_inv = mp.inverse(P)
G = P * mp.diag(mu) * P_inv
xg, yg, lam = P[:, 0], P_inv[0, :].H, mu[0]
dg = mp.matrix((0.02 * random_complex(6)).tolist())
eg = mp.matrix((0.02 * random_complex(6)).tolist())
assert abs(quotient(G, yg, xg + dg) - lam) < mp.mpf(10)**(-200)
err_full = quotient(G, yg + eg, xg + dg) - lam
bilinear = dot(eg, G * dg - lam * dg) / dot(yg + eg, xg + dg)
assert abs(err_full / bilinear - 1) < mp.mpf(10)**(-150)
general = {}
general_order = {}
for mode, expected in (("one-sided", 2), ("frozen", 2), ("two-sided", 3)):
    general[mode] = iterate(G, xg + dg, yg + eg, mode)
    errors = [value - lam for value, _, _ in general[mode]]
    assert abs(errors[-1]) < mp.mpf(10)**(-100)
    general_order[mode] = observed_order(errors)
    assert abs(general_order[mode] - expected) < 0.15

# Leading law of one two-sided step
value, right, left = general["two-sided"][1]
c, b = P_inv * right, P.H * left
w = [mp.conj(b[j]) * c[j] for j in range(6)]
law = (value - lam)**2 * mp.fsum(w[j] / (mu[j] - lam) for j in range(1, 6)) / w[0]
ratio_two = (general["two-sided"][2][0] - lam) / law
assert abs(ratio_two - 1) < 1e-3
# Leading law of one one-sided step, error vector taken with y^H d = 0
value, right, _ = general["one-sided"][3]
d_step = right / dot(yg, right) - xg
law = -(value - lam) * dot(xg, d_step) / dot(xg, xg)
ratio_one = (general["one-sided"][4][0] - lam) / law
assert abs(ratio_one - 1) < 1e-3

# ---------- non-normal matrix with one eigenvector that is left and right ----------
N = np.array([[1.0, 0, 0], [0, 2.0, 5.0], [0, 0, 3.0]])
assert np.linalg.norm(N @ N.T - N.T @ N) > 1


def displaced_error(vector, direction, eigenvalue, eps):
    u = np.array(vector) + eps * np.array(direction)
    return u @ N @ u / (u @ u) - eigenvalue


shared = [displaced_error([1, 0, 0], [0, 0.6, 0.8], 1, e) for e in (1e-3, 1e-4)]
ordinary = [displaced_error([0, 1, 0], [0, 0, 1], 2, e) for e in (1e-3, 1e-4)]
ratio_shared, ratio_ordinary = shared[0] / shared[1], ordinary[0] / ordinary[1]
assert abs(ratio_shared - 100) < 0.1 and abs(ratio_ordinary - 10) < 0.1

# ---------- printed numbers ----------
print(f"LiH bond length: {bond:.2f} angstrom; basis 6-31G")
print(f"Occupied, virtual orbitals: {n_occ}, {n_orb - n_occ}; size of M: {2 * n_pair}")
print(f"Lowest excitation omega: {omega * EV:.6f} eV = {omega:.8f} hartree")
print(f"Iterative TDHF check: {td.e[0] * EV:.6f} eV")
print(f"Distance to nearest other eigenvalue: {next_gap * EV:.4f} eV")
print(f"Tamm-Dancoff energy (start quotient): {shift * EV:.6f} eV")
print(f"Squared norm of Y for unit x: {Y @ Y:.6f}")
print(f"Overlap y.x for unit vectors: {norm_xx:.6f}")
print(f"Slope s from left residual: {slope * EV:.6f} eV")
print(f"Slope s from B formula: {slope_from_B * EV:.6f} eV")
print(f"Slope s by finite difference: {slope_numeric * EV:.6f} eV")
print(f"One-sided second-order coefficient d.(M-omega)d: {curve_one * EV:.5f} eV")
print(f"Two-sided coefficient (metric d).(M-omega)d: {curve_two * EV:.5f} eV")
print(f"Metric products x.x, x.d, d.d: {norm_xx:.5f}, {norm_xd:.5f}, {norm_dd:.5f}")
for eps, e1, e2 in table:
    print(f"Displacement {eps:.0e}: one-sided {e1 * EV:.5e} eV, two-sided {e2 * EV:.5e} eV")
for name, errors in (("One-sided", err_one_hist), ("Two-sided", err_two_hist)):
    for k, e in enumerate(resolved(errors)):
        print(f"{name} iteration, abs. error after {k} solves: {mp.nstr(e * EV, 4)} eV")
print(f"Observed order, LiH one-sided: {order_one:.3f}")
print(f"Observed order, LiH two-sided: {order_two:.3f}")
print(f"Weight of target mode in start vector: {weights[-1]:.6f}")
print(f"Start error tau0: {tau0 * EV:.6f} eV")
print(f"Weighted inverse gap e.S.d: {weighted_inverse / EV:.6e} 1/eV")
print(f"Two-sided tau1, leading law: {tau1_leading * EV:.5e} eV")
print(f"Two-sided tau1, exact weights: {tau1_exact * EV:.5e} eV")
for mode, value in general_order.items():
    print(f"Observed order, complex 6x6, {mode}: {value:.3f}")
print(f"Step law deviation, one-sided: {mp.nstr(abs(ratio_one - 1), 2)}")
print(f"Step law deviation, two-sided: {mp.nstr(abs(ratio_two - 1), 2)}")
print(f"3x3, error ratio for tenfold smaller step, shared vector: {ratio_shared:.3f}")
print(f"3x3, error ratio for tenfold smaller step, ordinary vector: {ratio_ordinary:.3f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
LiH bond length: 1.60 angstrom; basis 6-31G
Occupied, virtual orbitals: 2, 9; size of M: 36
Lowest excitation omega: 4.099956 eV = 0.15067062 hartree
Iterative TDHF check: 4.099956 eV
Distance to nearest other eigenvalue: 1.1176 eV
Tamm-Dancoff energy (start quotient): 4.142369 eV
Squared norm of Y for unit x: 0.003349
Overlap y.x for unit vectors: 0.993302
Slope s from left residual: 1.764450 eV
Slope s from B formula: 1.764450 eV
Slope s by finite difference: 1.764450 eV
One-sided second-order coefficient d.(M-omega)d: -21.35146 eV
Two-sided coefficient (metric d).(M-omega)d: 23.96921 eV
Metric products x.x, x.d, d.d: 0.99330, 0.10130, -0.93063
Displacement 1e-02: one-sided 1.55078e-02 eV, two-sided 2.40840e-03 eV
Displacement 1e-03: one-sided 1.74310e-03 eV, two-sided 2.41259e-05 eV
Displacement 1e-04: one-sided 1.76231e-04 eV, two-sided 2.41304e-07 eV
One-sided iteration, abs. error after 0 solves: 0.04241 eV
One-sided iteration, abs. error after 1 solves: 0.0002827 eV
One-sided iteration, abs. error after 2 solves: 6.587e-9 eV
One-sided iteration, abs. error after 3 solves: 5.19e-18 eV
One-sided iteration, abs. error after 4 solves: 1.607e-36 eV
One-sided iteration, abs. error after 5 solves: 8.459e-73 eV
One-sided iteration, abs. error after 6 solves: 5.169e-146 eV
Two-sided iteration, abs. error after 0 solves: 0.04241 eV
Two-sided iteration, abs. error after 1 solves: 6.102e-7 eV
Two-sided iteration, abs. error after 2 solves: 4.814e-21 eV
Two-sided iteration, abs. error after 3 solves: 5.845e-63 eV
Observed order, LiH one-sided: 2.018
Observed order, LiH two-sided: 2.972
Weight of target mode in start vector: 1.002961
Start error tau0: 0.042412 eV
Weighted inverse gap e.S.d: 3.403249e-04 1/eV
Two-sided tau1, leading law: 6.12181e-07 eV
Two-sided tau1, exact weights: 6.10221e-07 eV
Observed order, complex 6x6, one-sided: 2.010
Observed order, complex 6x6, frozen: 2.009
Observed order, complex 6x6, two-sided: 2.959
Step law deviation, one-sided: 1.1e-12
Step law deviation, two-sided: 1.1e-7
3x3, error ratio for tenfold smaller step, shared vector: 100.000
3x3, error ratio for tenfold smaller step, ordinary vector: 10.002
ALL CHECKS PASSED
```
